# Choosing an AVAS Active Space: Projector Weights, Thresholds and Entanglement: a program that tests the result

```python
# Result under test: diagonalizing the projector P onto target atomic orbitals
# separately among occupied and virtual SCF orbitals leaves the determinant
# unchanged up to sign. The occupied eigenvalues w (target weights) fix the
# entanglement entropy between the target space and its complement:
#   entropy per spin = sum[-w ln w - (1-w) ln(1-w)].
# If the orbital basis contains the target, virtual eigenvalues are 1-w.
# gram: overlap of target AOs; cross: overlap of target AOs with the AO basis.
# Atomic units; entropy in nats unless stated otherwise.
from itertools import combinations, product
import numpy as np
from scipy.linalg import cholesky, qr, solve, solve_triangular, sqrtm
from scipy.linalg import subspace_angles
from scipy.optimize import minimize
from scipy.special import entr
from pyscf import gto, scf, mcscf, fci
from pyscf.mcscf import avas

bond = 2.13
geometry = [["C", (0.0, 0.0, 0.0)], ["O", (0.0, 0.0, bond)]]
mol = gto.M(atom=geometry, unit="Bohr", basis="cc-pvdz", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
e_hf = mf.kernel()
assert mf.converged
mo = mf.mo_coeff
nocc = mol.nelectron // 2
S = mol.intor("int1e_ovlp")
S_half = np.real(sqrtm(S))
rng = np.random.default_rng(7)


def rotate_blocks(gram, cross):
    """Projector in the MO basis and its block eigenpairs, descending."""
    overlap = cross @ mo
    proj = overlap.T @ solve(gram, overlap)
    w_occ, u_occ = np.linalg.eigh(proj[:nocc, :nocc])
    w_vir, u_vir = np.linalg.eigh(proj[nocc:, nocc:])
    return (proj, w_occ[::-1], u_occ[:, ::-1],
            w_vir[::-1], u_vir[:, ::-1])


def entropy_formula(weights):
    w = np.clip(weights, 0.0, 1.0)
    return float(np.sum(entr(w) + entr(1.0 - w)))


def explicit_schmidt(gram, cross):
    """Expand one spin determinant in target x environment occupations."""
    m = len(gram)
    lower = cholesky(gram, lower=True)
    inside = solve_triangular(lower, cross @ mo[:, :nocc], lower=True)
    outside = cholesky(np.eye(nocc) - inside.T @ inside)
    coeff = np.vstack([inside, outside])
    psi = np.zeros((2**m, 2**nocc))
    for rows in combinations(range(m + nocc), nocc):
        t = sum(1 << r for r in rows if r < m)
        e = sum(1 << (r - m) for r in rows if r >= m)
        psi[t, e] = np.linalg.det(coeff[list(rows)])
    schmidt = np.linalg.svd(psi, compute_uv=False)**2
    prob = np.sum(psi**2, axis=1)
    number = np.array([bin(t).count("1") for t in range(2**m)])
    mean = prob @ number
    variance = prob @ (number - mean)**2
    return schmidt, float(np.sum(entr(schmidt))), mean, variance


def check_entanglement(gram, cross, w_occ):
    m = len(gram)
    w = np.clip(w_occ[:m], 0.0, 1.0)
    schmidt, entropy, mean, variance = explicit_schmidt(gram, cross)
    predicted = [np.prod(np.where(np.array(n) == 1, w, 1 - w))
                 for n in product([0, 1], repeat=m)]
    assert abs(schmidt.sum() - 1) < 1e-9
    assert np.allclose(np.sort(schmidt), np.sort(predicted), atol=1e-9)
    assert abs(entropy - entropy_formula(w)) < 1e-7
    assert abs(mean - w.sum()) < 1e-9
    assert abs(variance - np.sum(w * (1 - w))) < 1e-9
    return entropy, mean, variance


def casci(orbitals, n_active_occ, n_active_vir):
    """CASCI energy and energy of the reference determinant inside it."""
    ncas = n_active_occ + n_active_vir
    nelec = (n_active_occ, n_active_occ)
    mc = mcscf.CASCI(mf, ncas, nelec)
    mc.verbose = 0
    mc.fcisolver.conv_tol = 1e-11
    h1, e_core = mc.get_h1eff(orbitals)
    h2 = mc.get_h2eff(orbitals)
    size = fci.cistring.num_strings(ncas, n_active_occ)
    reference = np.zeros((size, size))
    reference[0, 0] = 1.0
    e_ref = e_core + fci.direct_spin1.energy(h1, h2, reference, ncas, nelec)
    return mc.kernel(orbitals)[0], e_ref


# Targets contained in the basis: carbon 2p, and 2p-pi on both atoms.
idx_c = list(mol.search_ao_label("C 2p"))
idx_pi = [i for i, label in enumerate(mol.ao_labels())
          if "2px" in label or "2py" in label]
assert len(idx_c) == 3 and len(idx_pi) == 4
results = {}
for name, idx in (("C2p", idx_c), ("pi", idx_pi)):
    gram, cross = S[np.ix_(idx, idx)], S[idx]
    data = rotate_blocks(gram, cross)
    proj, w_occ, u_occ, w_vir, u_vir = data
    m = len(idx)
    # Principal angles come from orthonormal bases, not from the projector.
    angles = subspace_angles(S_half[:, idx], S_half @ mo[:, :nocc])
    assert np.allclose(np.sort(np.cos(angles)**2),
                       np.sort(w_occ[:m]), atol=1e-8)
    assert np.allclose(proj @ proj, proj, atol=1e-9)
    assert np.max(np.abs(w_occ[m:])) < 1e-9
    assert np.max(np.abs(w_vir[m:])) < 1e-9
    assert np.allclose(w_vir[:m], 1 - w_occ[:m][::-1], atol=1e-9)
    results[name] = data + check_entanglement(gram, cross, w_occ)

proj, w_occ, u_occ, w_vir, u_vir, ent_c, mean_c, var_c = results["C2p"]
occ_new = mo[:, :nocc] @ u_occ
vir_new = mo[:, nocc:] @ u_vir

# Leading eigenvectors maximize the target weight of two occupied orbitals.
def negative_weight(x):
    q = qr(x.reshape(nocc, 2), mode="economic")[0]
    return -np.trace(q.T @ proj[:nocc, :nocc] @ q)

best = minimize(negative_weight, rng.normal(size=2 * nocc), method="BFGS")
# Finite-difference gradients limit the accuracy of this maximum.
assert abs(-best.fun - w_occ[:2].sum()) < 1e-6

# Paired orbitals: the virtual part of each normalized target orbital is an
# eigenvector of the virtual block, with the complementary weight.
for k in range(3):
    target_mo = proj[:, :nocc] @ u_occ[:, k] / np.sqrt(w_occ[k])
    virtual_part = target_mo[nocc:]
    assert abs(virtual_part @ virtual_part - (1 - w_occ[k])) < 1e-9
    assert np.allclose(proj[nocc:, nocc:] @ virtual_part,
                       (1 - w_occ[k]) * virtual_part, atol=1e-9)

# Six active orbitals span the target plus exactly three bath orbitals.
active = S_half @ np.hstack([occ_new[:, :3], vir_new[:, :3]])
target_basis = qr(S_half[:, idx_c], mode="economic")[0]
inside = target_basis.T @ active
assert np.allclose(inside @ inside.T, np.eye(3), atol=1e-8)
bath_sv = np.linalg.svd(active - target_basis @ inside, compute_uv=False)
assert np.allclose(bath_sv, [1, 1, 1, 0, 0, 0], atol=1e-7)

# Values of the many-electron determinant at random electron positions.
target_orbital = mo @ proj[:, :nocc] @ u_occ[:, 0] / np.sqrt(w_occ[0])
occ_mixed = occ_new.copy()
occ_mixed[:, 0] = target_orbital
ratio_block, ratio_mixed = [], []
for _ in range(6):
    points = rng.normal(size=(nocc, 3)) + np.array([0, 0, bond / 2])
    ao = mol.eval_gto("GTOval_sph", points)
    old = np.linalg.det(ao @ mo[:, :nocc])
    ratio_block.append(np.linalg.det(ao @ occ_new) / old)
    ratio_mixed.append(np.linalg.det(ao @ occ_mixed) / old)
det_u = np.linalg.det(u_occ)
assert np.allclose(ratio_block, det_u, atol=1e-6)
assert np.ptp(ratio_mixed) > 1e-2
e_rotated = mf.energy_tot(dm=2 * occ_new @ occ_new.T)
e_mixed = mf.energy_tot(dm=2 * occ_mixed @ occ_mixed.T)
assert abs(e_rotated - e_hf) < 1e-8
assert e_mixed > e_hf + 1e-4
overlap_mixed = np.linalg.det(mo[:, :nocc].T @ S @ occ_mixed)**2
assert abs(overlap_mixed - w_occ[0]) < 1e-9

# Active-space energies; the SCF determinant must be inside each space.
e_c, ref_c = casci(np.hstack([occ_new[:, ::-1], vir_new]), 3, 3)
e_can, ref_can = casci(mo, 3, 3)
p_pi, wo_pi, uo_pi, wv_pi, uv_pi, ent_pi, mean_pi, var_pi = results["pi"]
cut = 0.2
n_o, n_v = int(np.sum(wo_pi > cut)), int(np.sum(wv_pi > cut))
orb_pi = np.hstack([(mo[:, :nocc] @ uo_pi)[:, ::-1], mo[:, nocc:] @ uv_pi])
e_pi, ref_pi = casci(orb_pi, n_o, n_v)
for energy, reference in ((e_c, ref_c), (e_can, ref_can), (e_pi, ref_pi)):
    assert abs(reference - e_hf) < 1e-8
    assert energy <= e_hf + 1e-9
assert ent_pi < ent_c and e_hf - e_pi > 1e-2

# Target outside the computational span: carbon 2p of the MINAO set.
ref_mol = gto.M(atom=geometry, unit="Bohr", basis="minao", verbose=0)
idx_m = list(ref_mol.search_ao_label("C 2p"))
gram_m = ref_mol.intor("int1e_ovlp")[np.ix_(idx_m, idx_m)]
cross_m = gto.intor_cross("int1e_ovlp", ref_mol, mol)[idx_m]
p_m, wo_m, uo_m, wv_m, uv_m = rotate_blocks(gram_m, cross_m)
ent_m, mean_m, var_m = check_entanglement(gram_m, cross_m, wo_m)
coords = solve_triangular(cholesky(gram_m, lower=True), cross_m @ mo,
                          lower=True)
deficit = 1 - np.linalg.eigvalsh(coords @ coords.T)[0]
pair_gap = 1 - wo_m[:3][::-1] - wv_m[:3]
assert deficit > 1e-8
assert np.all(pair_gap > -1e-10) and np.all(pair_gap < deficit + 1e-10)

# Compare the selected space with the AVAS implementation in PySCF.
cut_m = 0.1
out = avas.avas(mf, ["C 2p"], threshold=cut_m, minao="minao")
ncas, nelecas, mo_lib = out[:3]
no_m, nv_m = int(np.sum(wo_m > cut_m)), int(np.sum(wv_m > cut_m))
assert int(ncas) == no_m + nv_m
assert int(round(float(np.sum(nelecas)))) == 2 * no_m
ncore = nocc - no_m
lib_active = mo_lib[:, ncore:ncore + int(ncas)]
own_active = np.hstack([mo[:, :nocc] @ uo_m[:, :no_m],
                        mo[:, nocc:] @ uv_m[:, :nv_m]])
assert np.allclose(lib_active @ lib_active.T,
                   own_active @ own_active.T, atol=1e-6)


def row(values):
    return " ".join(f"{abs(v) if abs(v) < 5e-7 else v:.6f}" for v in values)


z_share = (S[idx_c[2]] @ occ_new[:, :3])**2 / w_occ[:3]
h_each = [entropy_formula([w]) for w in w_occ[:3]]
print(f"CO bond length (bohr): {bond:.2f}")
print(f"basis functions, occupied orbitals: {mol.nao} {nocc}")
print(f"RHF energy (hartree): {e_hf:.6f}")
print("TARGET 1: carbon 2p shell of cc-pVDZ")
print("occupied eigenvalues:", row(w_occ[:3]))
print("2pz share of target part, same order:", row(z_share))
print("virtual eigenvalues:", row(w_vir[:3]))
print("entropy per pair and spin (nat):", row(h_each))
print(f"entropy, explicit SVD, one spin (nat): {ent_c:.6f}")
print(f"entropy, both spins (nat): {2 * ent_c:.6f}")
print(f"entropy, both spins (bit): {2 * ent_c / np.log(2):.6f}")
print(f"electrons in target, both spins: {2 * mean_c:.6f}")
print(f"number variance in target, both spins: {2 * var_c:.6f}")
print("singular values of environment parts:", row(bath_sv))
print(f"determinant of occupied rotation: {det_u:.6f}")
print("wavefunction ratios, block rotation:", row(ratio_block[:3]))
print("wavefunction ratios, mixed orbital:", row(ratio_mixed[:3]))
print(f"energy change, block rotation (hartree): {abs(e_rotated-e_hf):.1e}")
print(f"energy rise, mixed orbital (hartree): {e_mixed - e_hf:.6f}")
print(f"overlap with SCF, mixed orbital: {overlap_mixed:.6f}")
print(f"CASCI(6,6) AVAS energy (hartree): {e_c:.6f}")
print(f"CASCI(6,6) AVAS lowering (hartree): {e_hf - e_c:.6f}")
print(f"CASCI(6,6) canonical energy (hartree): {e_can:.6f}")
print(f"CASCI(6,6) canonical lowering (hartree): {e_hf - e_can:.6f}")
print("TARGET 2: 2px and 2py on both atoms, cc-pVDZ")
print(f"overlap of C 2px with O 2px: {S[idx_pi[0], idx_pi[2]]:.6f}")
print("occupied eigenvalues:", row(wo_pi[:4]))
print("virtual eigenvalues:", row(wv_pi[:4]))
print(f"entropy, both spins (nat): {2 * ent_pi:.6f}")
print(f"threshold: {cut:.2f}")
print(f"active electrons, orbitals: {2 * n_o} {n_o + n_v}")
print(f"CASCI energy (hartree): {e_pi:.6f}")
print(f"CASCI lowering (hartree): {e_hf - e_pi:.6f}")
print("TARGET 3: carbon 2p of MINAO, outside the MO span")
print("occupied eigenvalues:", row(wo_m[:3]))
print("virtual eigenvalues:", row(wv_m[:3]))
print(f"largest missing target weight: {deficit:.3e}")
print("pairing gaps:", " ".join(f"{g:.3e}" for g in pair_gap))
print(f"entropy, both spins (nat): {2 * ent_m:.6f}")
print(f"threshold: {cut_m:.2f}")
print(f"active electrons, orbitals: {2 * no_m} {no_m + nv_m}")
print("PASS")
```

Output:

```
CO bond length (bohr): 2.13
basis functions, occupied orbitals: 28 7
RHF energy (hartree): -112.749388
TARGET 1: carbon 2p shell of cc-pVDZ
occupied eigenvalues: 0.748250 0.303723 0.303723
2pz share of target part, same order: 1.000000 0.000000 0.000000
virtual eigenvalues: 0.696277 0.696277 0.251750
entropy per pair and spin (nat): 0.564250 0.613986 0.613986
entropy, explicit SVD, one spin (nat): 1.792222
entropy, both spins (nat): 3.584444
entropy, both spins (bit): 5.171260
electrons in target, both spins: 2.711392
number variance in target, both spins: 1.222646
singular values of environment parts: 1.000000 1.000000 1.000000 0.000000 0.000000 0.000000
determinant of occupied rotation: -1.000000
wavefunction ratios, block rotation: -1.000000 -1.000000 -1.000000
wavefunction ratios, mixed orbital: -0.845924 0.461448 -1.714345
energy change, block rotation (hartree): 2.8e-14
energy rise, mixed orbital (hartree): 0.918969
overlap with SCF, mixed orbital: 0.748250
CASCI(6,6) AVAS energy (hartree): -112.816303
CASCI(6,6) AVAS lowering (hartree): 0.066915
CASCI(6,6) canonical energy (hartree): -112.798620
CASCI(6,6) canonical lowering (hartree): 0.049232
TARGET 2: 2px and 2py on both atoms, cc-pVDZ
overlap of C 2px with O 2px: 0.117227
occupied eigenvalues: 0.853520 0.853520 0.000000 0.000000
virtual eigenvalues: 1.000000 1.000000 0.146480 0.146480
entropy, both spins (nat): 1.666219
threshold: 0.20
active electrons, orbitals: 4 4
CASCI energy (hartree): -112.810036
CASCI lowering (hartree): 0.060648
TARGET 3: carbon 2p of MINAO, outside the MO span
occupied eigenvalues: 0.789933 0.412828 0.412828
virtual eigenvalues: 0.586626 0.586626 0.209561
largest missing target weight: 5.462e-04
pairing gaps: 5.462e-04 5.462e-04 5.057e-04
entropy, both spins (nat): 3.739576
threshold: 0.10
active electrons, orbitals: 6 6
PASS
```
